Is an LDA pseudopotential neutral in EXX+RPA? A test on sodium

**The argument under review**

The author wants valence energy differences from exact exchange plus the random-phase approximation (EXX+RPA) and uses a pseudopotential made in the local-density approximation (LDA). The defence runs as follows. The pseudopotential reproduces the all-electron LDA valence eigenvalue and the orbital outside the core. The core is inert, so its energy cancels in any valence difference. The pseudopotential therefore only represents the ion, and the functional used for the valence electrons may be chosen freely.

The first two statements are acceptable. The conclusion does not follow from them. The energy of the core by itself cancels, but the exchange-correlation energy between core and valence does not, because it changes when a valence electron is removed. I ask where that energy sits in the calculation, and how much it matters for an alkali atom, where the valence problem has one electron and can be followed term by term.

Equations below are in Hartree atomic units, and energies are quoted in eV. The treatment is nonrelativistic. "Misfit" means the pseudopotential value minus the all-electron value of the same quantity at the same level of theory.

**1. What the construction freezes**

The reference is the spin-unpolarized LDA atom with effective potential v_eff. For the valence state of angular momentum l and eigenvalue ε, the radial function inside a cutoff radius r_c is replaced by a nodeless one,

u(r) = r R(r) = r^(l+1) exp p(r),

with p an even polynomial. Then u'/u = (l+1)/r + p', and

u''/u = (u'/u)' + (u'/u)²
      = −(l+1)/r² + p'' + (l+1)²/r² + 2(l+1)p'/r + p'²
      = l(l+1)/r² + 2(l+1)p'/r + p'' + p'².

The radial equation −½u'' + [l(l+1)/(2r²) + V_scr]u = εu gives V_scr = ε − l(l+1)/(2r²) + ½u''/u. The centrifugal terms cancel:

V_scr = ε + (l+1)p'/r + ½(p'' + p'²).

A quadratic polynomial in r² matches value, slope and curvature at r_c. Adding c(1 − r²/r_c²)³ leaves all three unchanged. The norm inside r_c has the derivative

dN/dc = 2 ∫₀^(r_c) r^(2l+2) (1 − r²/r_c²)³ exp(2p) dr > 0,

and N runs from zero to infinity with c, so one value of c gives the all-electron norm.

V_scr still contains the screening by the valence electron. With n_v the density of the pseudo-orbital, linear unscreening removes it:

V_ion = V_scr − v_H[n_v] − v_xc[n_v].

Before the orbital is smoothed, V_scr is v_eff = −Z/r + v_H[n_c+n_v] + v_xc[n_c+n_v], where n_c is the core density. The Hartree potential is linear in the density, so its valence part drops out:

V_ion → −Z/r + v_H[n_c] + {v_xc[n_c+n_v] − v_xc[n_v]}.

The brace is the missing item in the author's account. It is an LDA core-valence potential, fixed in the reference atom, and it stays in V_ion whatever functional is later applied to the valence electrons.

**2. What exact exchange requires instead**

For a single determinant the exchange energy is −½ Σ_ij (ij|ji), summed over occupied spin-orbitals of equal spin. The core-valence pairs occur in both orders, which removes the factor ½. With one valence orbital φ, the valence self-exchange −½(φφ|φφ) cancels its Hartree energy +½(φφ|φφ). If the core orbitals are held fixed, what remains is

E(Na) − E(Na⁺) = ⟨φ| T − Z/r + J_c − K_c |φ⟩,

where J_c is the Hartree potential of the core and K_c its nonlocal exchange operator. The pseudo-atom gives

E_ps = ⟨φ| T + V_ion |φ⟩,

since its ion has no electrons left and zero energy. Apart from the smoothing, the calculation has replaced −K_c by the brace of Section 1, and J_c, built from the Hartree-Fock core, by v_H[n_c], built from the LDA core. No condition in the construction makes either pair equal.

The LDA eigenvalue does not protect against this. Insert the LDA pseudo-orbital as a trial function. It satisfies (T + V_scr)φ = εφ, hence

E_ps ≤ ε − ∫ n_v (v_H[n_v] + v_xc[n_v]) d³r.

The inequality is the variational principle for the lowest state of T + V_ion. The integral depends on the shape of n_v inside r_c, which the matching of eigenvalue and norm leaves open.

For sodium with r_c = 3.0 bohr, ε = −2.814 eV and the right side is −5.299 eV, so the integral is 5.299 − 2.814 = 2.485 eV. The relaxed level is −5.311 eV, lower by 0.012 eV. Three cutoff radii show the freedom directly. For 2.6, 3.0 and 3.4 bohr the LDA eigenvalue stays within 0.0002 eV, while the EXX level moves from −5.303 to −5.311 and −5.322 eV. Agreement of LDA eigenvalues is therefore no evidence of agreement in EXX. The spread over these three radii is only about 0.02 eV, but it is not the whole effect of smoothing, which Section 4 puts at 0.045 eV for r_c = 3.0 bohr.

**3. The pseudopotential is not perfectly neutral in LDA either**

The author takes LDA as the case in which nothing can go wrong. Even there the ionization energy is 5.015 eV with the pseudopotential and 5.163 eV without it, a misfit of −0.148 eV. The matching concerns the eigenvalue of the neutral atom, not a total-energy difference.

One source can be derived. For a fixed core, the true LDA core-valence energy is

W = E_xc[n_c+n_v] − E_xc[n_c] − E_xc[n_v],

whereas the pseudopotential contributes

L = ∫ n_v (v_xc[n_c+n_v] − v_xc[n_v]) d³r.

Leaving aside the smoothing and core relaxation, the pseudo-atom is too high by L − W, so the misfit of the ionization energy is W − L. Take LDA exchange alone, with energy density −A n^(4/3) and potential −(4/3)A n^(1/3). The integrand of W − L is −A g, where

g = (n_c+n_v)^(4/3) − n_c^(4/3) − n_v^(4/3) − (4/3) n_v [(n_c+n_v)^(1/3) − n_v^(1/3)].

For n_c ≫ n_v, the first two terms give (4/3)n_v n_c^(1/3) at leading order. This cancels against the first term of the bracket, and

g ≈ −n_v^(4/3) + (4/3)n_v^(4/3) = n_v^(4/3)/3 > 0.

For n_c ≪ n_v, expand in n_c and drop −n_c^(4/3), which is smaller than the terms kept by a factor of order (n_c/n_v)^(1/3):

g ≈ (4/3)n_c n_v^(1/3) − (4/9)n_c n_v^(1/3) = (8/9)n_c n_v^(1/3) > 0.

In both limits W − L is negative, the sign of the computed misfit. The size was not split into this term and the others.

This matters for a possible reply. The EXX misfit found below is positive, so it is not the LDA misfit carried over. Nor would using W in place of L help in EXX: at fixed densities, and in these two exchange limits, W is the lower of the two and would raise an ionization energy that is already too high.

**4. Locating the exchange error**

All-electron and pseudo-atoms were computed with Hartree-Fock orbitals in a common Gaussian basis. The EXX ionization energies are 4.953 eV all-electron and 5.309 eV with the pseudopotential:

5.309 − 4.953 = 0.356 eV.

One might blame the frozen core orbitals, or the smoothing. Two intermediate calculations separate these from the change of functional. The first keeps the Hartree-Fock core of Na⁺ fixed and lets one electron occupy its 3s level. The second uses the potential at the end of Section 1 with the true, unsmoothed 3s density, and takes the third s level. The successive changes in the ionization energy are:

- freezing the core orbitals: −0.005 eV;
- replacing Hartree-Fock core-valence exchange by the LDA core-valence potential, and with it the Hartree potential of the Hartree-Fock core by that of the LDA core: +0.316 eV;
- smoothing the orbital, with the changed unscreening density: +0.045 eV.

Their sum is −0.005 + 0.316 + 0.045 = 0.356 eV. The author is right that relaxation of the Hartree-Fock core orbitals is nearly negligible in this difference. What fails is the step from inert orbitals to an interchangeable core-valence functional.

The 0.316 eV contains LDA correlation as well as exchange. Its first-order size is the expectation value of v_c[n_c+n_v] − v_c[n_v] in the 3s state, which adds 0.062 eV to the ionization energy. The remaining 0.254 eV contains the exchange part together with the difference between the Hartree potentials of the LDA core and the Hartree-Fock core; these two were not computed separately. The valence orbitals also differ between the two calculations. I have not determined how much of it comes from the local form and how much from the spin-unpolarized reference.

**5. What RPA would add, and the pseudo-atom cannot**

Direct RPA is defined by the integral over imaginary frequency

E_c = (1/2π) ∫₀^∞ dω Tr[ln(1 − χ₀v) + χ₀v].

For real orbitals, let Δ be the diagonal matrix of gaps between occupied and empty spin-orbitals, and K the Coulomb matrix between these particle-hole pairs. In pair space −χ₀v becomes D^½KD^½, with D = 2Δ/(Δ² + ω²). Diagonal matrices commute, so

1 + D^½KD^½ = (Δ²+ω²)^(−½) [ω² + Δ² + 2Δ^½KΔ^½] (Δ²+ω²)^(−½).

Let Ω² be the eigenvalues of Δ² + 2Δ^½KΔ^½. Because Tr ln is ln det, the logarithm contributes Σ ln(ω²+Ω²) − Σ ln(ω²+Δ²). Two integrals are needed:

∫₀^∞ ln[(ω²+a²)/(ω²+b²)] dω = π(a − b),
∫₀^∞ 2Δ/(ω²+Δ²) dω = π.

The first follows from the second: its derivative with respect to a is ∫ 2a/(ω²+a²) dω = π, and it vanishes at a = b. Hence

E_c = ½ Σ (Ω − Δ − K),

where K in the sum means the diagonal elements. For one pseudo-electron the frequency integral and this formula both give −0.25865 eV.

That number needs a comment, because one electron has no correlation energy. With a single transition, Ω² = Δ² + 2ΔK = (Δ+K)² − K², so Ω < Δ + K and E_c < 0 whenever K is not zero. Direct RPA lets the electron correlate with itself. The error is present in both sodium calculations, which is why I compare them with each other and not with experiment.

To see what the pseudo-atom lacks, expand ln(1+Q) − Q ≈ −Q²/2 with Q = D^½KD^½. The leading term is

E_c ≈ −(1/4π) Σ_pq K_pq² ∫₀^∞ 4Δ_pΔ_q / [(Δ_p²+ω²)(Δ_q²+ω²)] dω.

The integral of 1/[(Δ_p²+ω²)(Δ_q²+ω²)] is π/[2Δ_pΔ_q(Δ_p+Δ_q)], so

E_c ≈ −½ Σ_pq K_pq²/(Δ_p+Δ_q).

Taking p as a core excitation and q as a valence excitation, and counting both orders, each such couple contributes −K_pq²/(Δ_p+Δ_q). This is the mutual polarization of core and valence. A pseudo-atom without core electrons has no such p. There is also an opposing effect: an occupied 3s orbital is no longer available as the final state of core excitations of the same spin.

The RPA contribution to the ionization energy is 0.365 eV all-electron and 0.259 eV in the pseudo-atom, a misfit of −0.106 eV. The missing 0.106 eV is the net result of core-valence correlation, the change in core correlation, and any difference in valence correlation between the true and smoothed atoms. The LDA correlation frozen into V_ion supplies about 0.062 eV in its place. The pseudopotential calculation therefore does not count core-valence correlation twice; it takes it from another theory.

**6. The complete ionization energy**

All-electron EXX+RPA gives 4.953 + 0.365 = 5.318 eV. The pseudopotential gives 5.567 eV. The misfit is

0.356 − 0.106 = 0.250 eV,

or about 5% of the all-electron value. The two parts have opposite signs, so the total is smaller than the EXX part alone. The compensation is partly systematic, since about 0.062 eV of the EXX part is LDA core-valence correlation standing in for the missing RPA term. It is incomplete here, and the manuscript offers no reason to expect it to be complete in another system.

The estimates of Section 4 show where the total comes from. Core-valence exchange together with the change of core density contributes about +0.254 eV, correlation 0.062 − 0.106 = −0.044 eV, smoothing +0.045 eV and core relaxation −0.005 eV, which add up to 0.250 eV. In this atom the non-neutrality comes mainly from replacing the Hartree-Fock core field, exchange and Hartree parts together, by the LDA one.

The RPA parts are not converged to the digits shown. Without f functions the misfit is 0.265 eV, a change of 0.015 eV. In a denser basis extended to l = 6, the RPA parts rise from 0.365 to 0.392 eV (all-electron) and from 0.259 to 0.274 eV (pseudo-atom), the RPA misfit moves from −0.106 to −0.118 eV, the EXX misfit from 0.356 to 0.358 eV, and the total from 0.250 to 0.24 eV. The d and higher channels of the pseudo-atom use the p potential; an unsmoothed potential in these channels changes its RPA part by 0.003 eV. All these numbers are for Hartree-Fock orbitals. With spin-polarized LDA orbitals in the larger basis, the EXX misfit is 0.42 eV, the RPA parts are 0.73 and 0.53 eV, and the total misfit is 0.22 eV. The Gaussian and spline values of the pseudo-electron's EXX level differ by 0.002 eV. I would quote the misfit as roughly a quarter of an electronvolt.

**7. A difference in which the error nearly disappears**

The author could answer with the electron affinity, E(Na) − E(Na⁻). All-electron EXX+RPA gives −0.104 + 0.445 = 0.341 eV, and the pseudopotential −0.107 + 0.464 = 0.357 eV. The misfit is only 0.016 eV. In the larger basis of Section 6 the two RPA parts rise to 0.483 and 0.499 eV and the misfit becomes 0.013 eV. In EXX alone the affinity is negative: the closed-shell anion lies above the neutral atom. Its energy is still well defined, because both valence electrons are required to share one orbital and neither can leave alone. RPA makes the affinity positive.

This agreement does not restore the argument. Let d₀ be the first-order error of the one-electron valence energy in Na, and d₋ the error per valence electron in Na⁻. Neglect core relaxation and the error that smoothing alone makes in the valence-valence repulsion. The repulsion also changes because the orbital adjusts to the altered potential, but the energy is stationary with respect to the orbital, so this adjustment enters the total only at second order and is neglected too. The EXX misfits are then

ionization energy: −d₀,
electron affinity: d₀ − 2d₋.

The computed values 0.356 and −0.003 eV give d₀ = −0.356 eV and 2d₋ = −0.353 eV, so d₋ ≈ −0.18 eV. Within this estimate the error per electron has halved while the number of electrons has doubled. The estimate is rough. For the unsmoothed replacement of Section 4, the expectation value in the Hartree-Fock 3s orbital of Na is −0.281 eV against −0.316 eV after relaxation, so the neglected second-order terms amount to a few hundredths of an electronvolt. The halving itself is robust: the same expectation value in the anion orbital is −0.138 eV, and the weight of the 3s orbital inside 2 bohr falls from 0.057 in Na to 0.028 in Na⁻. The error has not gone away: removing both valence electrons from Na⁻ has an EXX misfit of 0.356 − 0.003 = 0.353 eV.

The two results also exclude a repair by a constant. A fixed energy per atom cancels in both differences. A fixed energy per valence electron would shift both by the same amount, but the misfits are 0.250 and 0.016 eV.

**8. When the author's conclusion would hold**

If there is no core, as in hydrogen, n_c = 0 and the brace of Section 1 vanishes. What remains is the smoothing error, and the choice of valence functional meets no frozen LDA interaction.

A core that merely does not overlap the valence density is a weaker case. The brace then vanishes where the valence electron is, and so does the core-valence exchange integral, because it contains the product of a core and a valence orbital at the same point. The RPA coupling K_pq is different. It is the Coulomb interaction between a core transition density and a valence transition density, and these need not overlap. Core polarization survives, while the LDA term that should stand for it is zero. Neutrality could then hold for exchange and still fail for RPA.

**Requested changes**

The claim of neutrality should be withdrawn. The method should be described as EXX+RPA for the valence electrons in the field of an ion with LDA core-valence exchange and correlation. For each kind of energy difference reported, an all-electron comparison is needed, with the exchange and RPA parts given separately so that compensation can be seen. For sodium, a fixed Hartree-Fock core with explicit core-valence exchange costs 0.005 eV in the EXX ionization energy, so that part can be mended without relaxing the core. The missing core-valence correlation requires core excitations in the RPA, or a separate core-polarization term. Except for the larger-basis, alternative-potential, LDA-orbital and orbital-expectation comparisons in Sections 6 and 7, the values quoted here can be checked against the numerical output below.

Calculated quantities

```
Sodium; Gaussian shells s,p,d,f: [20, 11, 5, 3]
Main cutoff radius: 3.0 bohr
LDA 3s eigenvalue, all-electron: -2.8141 eV
LDA 3s eigenvalue, pseudo: -2.8141 eV
LDA 3p eigenvalue, all-electron: -0.7757 eV
LDA 3p eigenvalue, pseudo: -0.7757 eV
Largest 3s tail mismatch of r*R: 0.000035 bohr^-1/2
LDA IP, all-electron: 5.163 eV
LDA IP, pseudo: 5.015 eV
LDA IP misfit (pseudo - all-electron): -0.148 eV
EXX level estimate from LDA orbital: -5.299 eV
EXX level of pseudo-electron, splines: -5.3110 eV
EXX level of pseudo-electron, Gaussians: -5.3086 eV
rc 2.6 bohr: LDA 3s -2.8140 eV, EXX level -5.3025 eV
rc 3.0 bohr: LDA 3s -2.8141 eV, EXX level -5.3110 eV
rc 3.4 bohr: LDA 3s -2.8139 eV, EXX level -5.3221 eV
IP EXX, all-electron: 4.953 eV
IP RPA part, all-electron: 0.365 eV
IP EXX+RPA, all-electron: 5.318 eV
IP EXX, pseudo: 5.309 eV
IP RPA part, pseudo: 0.259 eV
IP EXX+RPA, pseudo: 5.567 eV
IP misfit, EXX part: 0.356 eV
IP misfit, RPA part: -0.106 eV
IP misfit, EXX+RPA: 0.250 eV
IP misfit, EXX+RPA, without f shells: 0.265 eV
EA EXX, all-electron: -0.104 eV
EA RPA part, all-electron: 0.445 eV
EA EXX+RPA, all-electron: 0.341 eV
EA EXX, pseudo: -0.107 eV
EA RPA part, pseudo: 0.464 eV
EA EXX+RPA, pseudo: 0.357 eV
EA misfit, EXX part: -0.003 eV
EA misfit, RPA part: 0.019 eV
EA misfit, EXX+RPA: 0.016 eV
EA misfit, EXX+RPA, without f shells: 0.014 eV
Split of EXX IP misfit:
  frozen HF core minus relaxed all-electron: -0.005 eV
  LDA core-valence xc minus HF exchange: 0.316 eV
  pseudization and changed unscreening density: 0.045 eV
LDA core-valence correlation, share of IP: 0.062 eV
RPA correlation missing in pseudo-atom, share of IP: 0.106 eV
RPA energy of one pseudo-electron: -0.25865 eV
Same by frequency integral: -0.25865 eV
Virial ratio -E/T of all-electron ion: 1.000049 (no unit)
```
